# Order of Limits in a Torque-Correlation Integral for Gilbert Damping

## A zero that only looks converged

A model ferromagnet with electronic half-width $\gamma=10^{-12}$ eV has a computed Gilbert damping of $4.3\times10^{-13}$ on a $64\times64$ mesh of wave vectors. Meshes of $128\times128$ and $256\times256$ points give $1.1\times10^{-13}$ and $3.0\times10^{-14}$. Judged by these three meshes alone, the damping seems to converge to zero. Yet if the mesh is converged first, the same integral gives $\alpha=0.103$ at $\gamma=0.01$ eV, and $\alpha$ grows as $\gamma$ is reduced further.

The two procedures take two limits in opposite orders. In the correct order $\alpha$ itself has no finite clean limit here; the quantity that levels off is $\gamma\alpha$.

## The integral and its assumptions

Algebra is in atomic units, with lattice constant $a=1$; energies are quoted in eV. Let $\mathbf m$ be the direction of the angular momentum, of magnitude $s$ per cell, and $E(\mathbf m)$ the energy. A friction force $\eta\dot{\mathbf m}$ added to $\mathbf F=\partial E/\partial\mathbf m$ gives

$$s\dot{\mathbf m}=-\mathbf m\times(\mathbf F+\eta\dot{\mathbf m}).$$

The damping term is $-(\eta/s)\,\mathbf m\times\dot{\mathbf m}$, so $\alpha=\eta/s$. (For a magnetization opposite to the angular momentum, $\mathbf m\to-\mathbf m$ gives this term the opposite sign.) The right side is perpendicular to $\mathbf F+\eta\dot{\mathbf m}$, hence $(\mathbf F+\eta\dot{\mathbf m})\cdot\dot{\mathbf m}=0$, and the energy changes at the rate $\mathbf F\cdot\dot{\mathbf m}=-\eta|\dot{\mathbf m}|^2$. Thus $\eta$ can be found from the absorbed power.

Rotate $\mathbf m$ by $\theta(t)=\theta_0\cos\omega t$. To first order the electrons feel $\theta(t)T$, with $T=dH/d\theta$. Each exponential in the cosine has amplitude $\theta_0/2$, so the golden rule contains $2\pi(\theta_0/2)^2=\pi\theta_0^2/2$. Multiplying by the absorbed quantum $\omega$ gives

$$P=\frac{\pi\theta_0^2\omega}{2}\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\omega)]\,\mathrm{Tr}[TA(\varepsilon+\omega)TA(\varepsilon)],$$

where $A$ is the spectral operator and $f$ the occupation. At zero temperature the bracket is one over an interval of length $\omega$. For $\omega\to0$, $P=(\pi\theta_0^2\omega^2/2)\mathrm{Tr}[TATA]$ at the Fermi energy $E_F$. Since the mean of $\dot\theta^2$ is $\theta_0^2\omega^2/2$, $\eta=\pi\,\mathrm{Tr}[TATA]$ and

$$\alpha=\frac{\pi}{s}\int\frac{d^2k}{(2\pi)^2}\,\mathrm{Tr}[TATA],\qquad A=-\frac1\pi\,\mathrm{Im}\,\frac{1}{E_F+i\gamma-H}.\tag{1}$$

Here Im denotes the anti-Hermitian part divided by $i$. The constant self-energy $-i\gamma$ represents scattering with lifetime $1/(2\gamma)$. Vertex corrections are omitted: the average of a product of two propagators is replaced by the product of their averages. The limit $\omega\to0$ comes before $\gamma\to0$.

The friction formula was tested on a two-level system whose levels are coupled to separate baths. Propagation under a slow pulse gave a friction of 0.1606, against 0.1641 from the formula. The 2% difference lies within the 3% margin of the test; its source was not isolated.

## A two-band example

The example is a square-lattice ferromagnet with Rashba coupling:

$$H=\varepsilon_{\mathbf k}+\lambda(\sigma_x\sin k_y-\sigma_y\sin k_x)-\Delta\,\mathbf m\cdot\boldsymbol\sigma,$$

where $\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y)$. The chosen parameters are $t=\Delta=0.5$ eV, $\lambda=0.1$ eV, $E_F=-1.2$ eV, $a=3$ Å and $s=1$. The angular momentum $s$ is an input that includes any electronic renormalization of the precession term. For $\mathbf m$ along $z$, fourfold symmetry makes the friction equal in the two transverse directions.

Write $H=\varepsilon_{\mathbf k}+\mathbf b\cdot\boldsymbol\sigma$ with $\mathbf b=(\lambda\sin k_y,-\lambda\sin k_x,-\Delta)$ and $B=|\mathbf b|$. The bands are $E_\pm=\varepsilon_{\mathbf k}\pm B$. Tilting $\mathbf m$ towards $x$ gives $T=-\Delta\sigma_x$. The spin in band $\pm$ points along $\pm\mathbf b$, so $\langle\sigma_x\rangle_\pm=\pm b_x/B$. Because $\sigma_x^2=1$, the squared matrix elements from one band sum to $\Delta^2$:

$$|T_{nn}|^2=\frac{\Delta^2\lambda^2\sin^2k_y}{B^2},\qquad |T_{+-}|^2=\Delta^2-|T_{nn}|^2.$$

In the band basis $A$ is diagonal, with entries $L(E_n-E_F)$, where $L(x)=(\gamma/\pi)/(x^2+\gamma^2)$. On an $N\times N$ mesh, (1) becomes

$$\alpha_N=\frac{\pi}{sN^2}\sum_{\mathbf k}\sum_{nm}|T_{nm}|^2L(E_n-E_F)L(E_m-E_F).\tag{2}$$

## Mesh first: the true plateau

Let $N\to\infty$ at fixed $\gamma$, and collect the intraband weight by energy:

$$g(E)=\sum_n\int\frac{d^2k}{(2\pi)^2}|T_{nn}|^2\delta(E-E_n).$$

Then $\alpha_{\rm intra}=(\pi/s)\int dE\,g(E)L^2(E-E_F)$. Since $\int dx/(x^2+\gamma^2)^2=\pi/(2\gamma^3)$,

$$\int L^2dx=\frac{\gamma^2}{\pi^2}\frac{\pi}{2\gamma^3}=\frac1{2\pi\gamma},\qquad
\alpha_{\rm intra}\simeq\frac C\gamma,\qquad C=\frac{g(E_F)}{2s}.\tag{3}$$

If $g$ is smooth near $E_F$, its linear term integrates to zero by parity. Its quadratic term contributes $(\pi/s)(g''/2)\int x^2L^2dx=\gamma g''/(4s)$, because $\int x^2L^2dx=\gamma/(2\pi)$.

For the interband part, when one band is at $E_F$ the other is $2B$ away. For $\gamma\ll2B$ the near Lorentzian acts as a delta function and the far one equals $\gamma/(4\pi B^2)$. The two orderings of the band indices give a factor 2:

$$\alpha_{\rm inter}\simeq\frac{2\pi}{s}\sum_n\int\frac{d^2k}{(2\pi)^2}|T_{+-}|^2\delta(E_n-E_F)\frac{\gamma}{4\pi B^2}=D\gamma,$$

$$D=\frac1s\sum_n\int\frac{d^2k}{(2\pi)^2}\frac{|T_{+-}|^2}{2B^2}\,\delta(E_n-E_F).\tag{4}$$

Multiplying the sum by $\gamma$ gives

$$\gamma\alpha=C+\left(D+\frac{g''}{4s}\right)\gamma^2+O(\gamma^3).\tag{5}$$

The intraband term grows with the lifetime: moving $\mathbf m$ shifts the band energies, and slower relaxation leaves the occupations further behind. The interband term needs broadening to connect separated bands at one energy.

At $\gamma=0.02$ and $0.01$ eV the converged $\gamma\alpha$ is $1.0897\times10^{-3}$ and $1.0303\times10^{-3}$ eV. Halving $\gamma$ divides the quadratic term by four, so

$$C\approx\frac{4(1.0303)-1.0897}{3}\times10^{-3}\ \text{eV}=1.010\times10^{-3}\ \text{eV}.$$

A direct integral over the Fermi lines, without broadening, also gives $1.010\times10^{-3}$ eV. For $D$ the interband part is used alone: extrapolating the computed $\alpha_{\rm inter}/\gamma$ linearly in $\gamma$ from the same two widths to zero gives 0.1996 eV$^{-1}$, and the Fermi-line integral (4) gives 0.1994 eV$^{-1}$.

There is also a genuine flat region in $\alpha$. Neglecting the $g''$ term, $C/\gamma+D\gamma$ has zero derivative at $\gamma=\sqrt{C/D}\approx0.071$ eV, where $\alpha\approx2\sqrt{CD}\approx0.028$. The converged value at 0.08 eV is 0.028. This minimum is a crossover between two mechanisms and is not the clean limit.

## How fine must the mesh be?

Let $F(\mathbf k)$ be the periodic integrand and define $\hat F_{\mathbf R}=\int d^2k\,F e^{i\mathbf k\cdot\mathbf R}/(2\pi)^2$ for lattice vectors $\mathbf R$. Then $F=\sum_{\mathbf R}\hat F_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}$. The mesh average of each exponential is one if both components of $\mathbf R$ are multiples of $N$, and zero otherwise. Therefore

$$\frac1{N^2}\sum_{\mathbf k}F(\mathbf k)-\int\frac{d^2k}{(2\pi)^2}F=\sum_{\mathbf n\ne0}\hat F_{N\mathbf n}.\tag{6}$$

Consider the intraband part. Where the Fermi line's normal is parallel to $\mathbf R$, the energy is $x\simeq vk_\perp$ and the phase varies as $e^{iqx}$ with $q=R/v$. Closing the contour around the double pole at $x=i\gamma$ gives

$$\int L^2e^{iqx}dx=2\pi i\,\frac{\gamma^2}{\pi^2}\frac{d}{dx}\left[\frac{e^{iqx}}{(x+i\gamma)^2}\right]_{x=i\gamma}.$$

The derivative is $e^{-q\gamma}[iq/(2i\gamma)^2-2/(2i\gamma)^3]=-i(1+q\gamma)e^{-q\gamma}/(4\gamma^3)$, so

$$\int L^2e^{iqx}dx=\frac{1+q\gamma}{2\pi\gamma}\,e^{-q\gamma}.\tag{7}$$

Integration along a curved Fermi line adds a stationary-phase factor proportional to $R^{-1/2}$. To leading order for large $R$ and small $\gamma$, an error term with $T_{nn}\ne0$ at the points where the normal is parallel to $\mathbf R$ (the contact points) oscillates with an envelope proportional to

$$\frac1\gamma\left(1+\frac{R\gamma}{v}\right)\frac{e^{-R\gamma/v}}{\sqrt R}.\tag{8}$$

With the mean free path $\ell=v/(2\gamma)$, the exponential is $e^{-R/(2\ell)}$. A mesh of $N$ points per direction describes a periodic crystal $N$ cells wide. The error is small when an electron loses phase coherence before it travels around that crystal. The requirement is $N\gamma/v\gg1$.

For $\gamma=0.10$ eV, the lower band gives predicted decay rates per unit $N$ of 0.1045 for $\mathbf R$ along the $y$ axis and 0.1071 along the diagonal. For $\mathbf R$ along $x$ the leading term vanishes, because $\sin k_y=0$ at the contact points. A fit to error maxima, with the prefactor in (8) divided out, gives 0.1057. The test allowed 10% beyond the predicted range, since several oscillating terms interfere.

At $\gamma=0.01$ eV the axis velocity is 2.87 eV Å and $\ell=143.5$ Å, about 48 cells. The total damping then converges as follows; errors are relative to $N=1600$.

| $N$ | $\alpha$ | error |
|---:|---:|---:|
| 50 | 0.1236 | 20% |
| 100 | 0.1181 | 15% |
| 200 | 0.1060 | 2.8% |
| 400 | 0.1026 | −0.5% |
| 800 | 0.1030 | 0.01% |

Between $N=50$ and 100 the result changes by less than 5%, although the remaining error is 15%. A small change between two meshes is weak evidence while $N\gamma/v$ is of order one.

## The algorithm

1. Choose a moderate $\gamma$ and a starting mesh with $N\ge2v_0/\gamma$, where $v_0$ is a typical large band velocity. Here $v_0=2t$.
2. Hold $\gamma$ fixed and double $N$ until the relative change in $\alpha_N$ is below the tolerance, here $10^{-4}$.
3. Halve $\gamma$, rebuild the starting mesh for the new width and repeat step 2, down to the smallest planned width, here 0.01 eV.
4. Extrapolate $\gamma\alpha$ linearly in $\gamma^2$.

The starting condition skips the coarsest meshes. It does not exclude an accidental agreement of successive meshes, because the errors oscillate with $N$. The final mesh at $\gamma=0.01$ eV has $N=3200$. Since $N$ must grow as $1/\gamma$, the number of points on a uniform two-dimensional mesh grows as $1/\gamma^2$. Extrapolation is therefore cheaper than a direct approach to very small $\gamma$. As a separate test, the accepted value at $\gamma=0.04$ eV agrees with a mesh of $N=1501$ within $10^{-4}$.

## Broadening first: the false plateau

Now fix $N$ and suppose that no mesh level lies at $E_F$. Once $\gamma$ is much smaller than every distance $|E_n-E_F|$, each Lorentzian becomes $L(x)\simeq\gamma/(\pi x^2)$. Equation (2) reduces to

$$\alpha_N\simeq\frac{\gamma^2}{\pi sN^2}\sum_{\mathbf k}\sum_{nm}\frac{|T_{nm}|^2}{(E_n-E_F)^2(E_m-E_F)^2}.\tag{9}$$

Hence, for a sequence of such meshes,

$$\lim_{N\to\infty}\lim_{\gamma\to0}\gamma\alpha_N=0,\qquad
\lim_{\gamma\to0}\lim_{N\to\infty}\gamma\alpha_N=C.\tag{10}$$

The first inner limit has already removed the Fermi line: a finite set of sharp levels has no state at $E_F$ to absorb energy at zero frequency. Refining the mesh afterwards averages zeros. Equation (9) and its quadratic scaling were tested on four meshes from $N=32$ to 256, which include those of the opening paragraph.

The approach to zero need not be monotonic. On the $N=64$ mesh, $\gamma\alpha_N$ is $1.30\times10^{-3}$ eV at $\gamma=0.01$ eV, 26% above the converged value. It rises to $1.8\times10^{-2}$ eV at $\gamma=10^{-4}$ eV before falling. The cause is a level only $|x|=5.07\times10^{-5}$ eV from $E_F$, shared by eight symmetry-related mesh points whose contributions add. The intraband contribution of one such level is proportional to

$$h(\gamma)=\frac{\gamma^2}{(\gamma^2+x^2)^2},\qquad
\frac{d\ln h}{d\ln\gamma}=2-\frac{4\gamma^2}{\gamma^2+x^2},$$

so its maximum is at $\gamma=|x|$. With $r=\gamma/|x|$, the height relative to the maximum is $4r^2/(1+r^2)^2$, which is 0.95 at both $r=0.8$ and $r=1.25$. On a logarithmic scan with steps of about 1% the largest value falls at $5.05\times10^{-5}$ eV, within one step of $|x|$, and multiplying or dividing $\gamma$ by 1.25 lowers $\alpha_N$ by about 5%. This looks like insensitivity to broadening, but the value there is $\alpha_N=277$, whereas $C/\gamma=20$.

Doubling the mesh retains the old points. Here no new point falls closer to $E_F$, so the same nearest level appears at $N=64$, 128 and 256, and the position of the maximum moves by less than 10%. Its height does move: the weight of one mesh point falls as $1/N^2$, and the maximum drops from 277 to 69. At $N=256$ that level alone would give about 17; the computed 21 includes the other levels. This happens to be within 15% of $C/\gamma=18.4$, but $N\gamma/v$ is only about 0.015, so the agreement is no sign of convergence.

If a mesh level with nonzero $T_{nn}$ lies at $E_F$, then $L(0)^2=1/(\pi\gamma)^2$ and $\alpha_N$ diverges as $\gamma^{-2}$. A test with $E_F$ placed on a mesh level gave a hundredfold increase for a tenfold reduction in $\gamma$. This too is a mesh effect: the converged integral grows only as $\gamma^{-1}$.

## What the converged number means

Numerical convergence does not repair the approximations in (1). The case $\lambda=0$ shows this. There $T_{nn}=0$ and $C=0$, but $|T_{+-}|^2/B^2=1$, so (4) still gives $D=\rho/(2s)$, with $\rho$ the density of states at $E_F$ summed over both bands. For spin-independent scatterers, this damping is spurious. Rotating the exchange field is then equivalent to rotating the electron spins, so $T=-i[S_y,H]$ for the full Hamiltonian including disorder, and between its eigenstates

$$\langle a|T|b\rangle=-i(E_b-E_a)\langle a|S_y|b\rangle.$$

Without spin-orbit coupling, each orbital state occurs once for each spin, with energies exactly $2\Delta$ apart. The operator $S_y$ flips the spin and leaves the orbital state unchanged, so it connects only such pairs. Hence $T$ has no matrix elements between states of equal energy, and there is no zero-frequency absorption. The omitted vertex corrections must cancel $D\gamma$. If each spin state instead loses electrons to its own bath, as in the two-level test, the electrons carry spin away into the baths and the loss is real.

In the example $\lambda^2/\Delta^2=0.04$, and $|T_{+-}|^2/B^2$ stays within about 11% of its value at $\lambda=0$. The interband part should therefore not be read as spin-orbit damping of a magnet with spin-independent disorder. The coefficient $C$ does vanish with $\lambda$, but its value still assumes one constant lifetime for all states and omits vertex corrections. The expansion (5) also needs a smooth $g(E)$ and $\gamma\ll2B$; a band edge, a saddle point or a band crossing at $E_F$ requires a new small-$\gamma$ analysis. The numerical output lists the accepted mesh for each $\gamma$ and, at $\gamma=0.01$ eV, the results for meshes from $N=25$ to 1600.

## Numbers as computed

```
friction, driven dynamics (hbar): 0.16060
friction, torque correlation (hbar): 0.16407
hopping 0.5 eV, exchange 0.5 eV, Rashba 0.1 eV
Fermi energy -1.2 eV, lattice constant 3.0 angstrom, spin 1.0 hbar
correct order: gamma (eV), N, spacing (1/angstrom), intra, inter, gamma*alpha (eV)
  0.16   104 0.02014 0.006289 0.028529 5.5708e-03
  0.08   400 0.00524 0.012612 0.015414 2.2421e-03
  0.04   400 0.00524 0.025249 0.007887 1.3254e-03
  0.02  1600 0.00131 0.050514 0.003972 1.0897e-03
  0.01  3200 0.00065 0.101037 0.001991 1.0303e-03
C from extrapolated meshes: 1.01047e-03 eV
C from Fermi-line integral: 1.01040e-03 eV
D from extrapolated meshes: 0.19959 1/eV
D from Fermi-line integral: 0.19944 1/eV
mesh refinement at gamma = 0.01 eV: N, alpha
     25 0.276428
     50 0.123646
    100 0.118078
    200 0.105963
    400 0.102556
    800 0.103041
   1600 0.103028
axis Fermi velocity, lower band: 2.8705 eV angstrom
mean free path v/(2 gamma) at 0.01 eV: 143.5 angstrom
mesh-error rate per N at gamma = 0.10 eV, fitted: 0.1057
  predicted, axis 0.1045, diagonal 0.1071
fixed mesh N = 64: gamma (eV), alpha, gamma*alpha (eV)
  2e-01 3.4818e-02 5.5709e-03
  4e-02 3.4973e-02 1.3989e-03
  1e-02 1.3023e-01 1.3023e-03
  1e-03 3.2440e+00 3.2440e-03
  1e-04 1.8067e+02 1.8067e-02
  1e-05 3.9974e+01 3.9974e-04
rounded maximum: N, gamma (eV), alpha, C/gamma, alpha ratios at gamma/1.25, *1.25
    64 5.051e-05 277.4951 20.0040 0.950 0.954
   128 5.051e-05 69.3815 20.0040 0.950 0.954
   256 5.478e-05 21.0798 18.4448 0.955 0.956
reversed limits, gamma = 1e-12 eV: N, nearest level to E_F (eV), alpha
    32 2.132e-03 1.48e-19
    64 5.072e-05 4.31e-13
   128 5.072e-05 1.08e-13
   256 5.072e-05 2.98e-14
level at E_F: alpha grows by 100.000 when gamma falls tenfold
```
